# Energy curvature at fractional electron number in hybrid functionals: lithium, part 2

The exact ground-state energy of an atom is a straight line in electron number between integers. Hartree-Fock bends above it, a semilocal functional mostly below. What fraction $\alpha$ of Hartree-Fock exchange in a global hybrid cancels the curvature for lithium?

Hartree atomic units, real orbitals and unrestricted spin are used. The electron number is $N=N_0+f$, with $N_0$ an integer and $0\le f\le1$ the occupation of one non-degenerate spin orbital $h$; all others are full or empty. $E(f)$ is minimized over orbitals, the chord joins $E(0)$ to $E(1)$, and $\kappa(f)=E''(f)$. With $\varepsilon_h$ the eigenvalue of $h$, Janak's theorem is
$$E'(f)=\varepsilon_h(f).$$
The family PBEh($\alpha$) is $E_{xc}=\alpha E_x^{\rm HF}+(1-\alpha)E_x^{\rm PBE}+E_c^{\rm PBE}$: PBE at $\alpha=0$, PBE0 at $\alpha=\tfrac14$. Its curvature is
$$\kappa(f)=M_{hh}-b^{T}A^{-1}b ,$$
$$M_{hh}=(1-\alpha)(J_{hh}+X)+C .$$
$M_{hh}$ is the frozen-orbital curvature; $X$ and $C$ are the second derivatives of $E_x^{\rm PBE}$ and $E_c^{\rm PBE}$ with respect to $f$ at frozen orbitals. The relaxation term $-b^TA^{-1}b$ is never positive: $b_I$ couples the occupation of $h$ to the rotation of an orbital pair $I=(p<q)$ with unequal occupations, and $A$ is the second-derivative matrix of these rotations.

With $(pq|rs)=\iint\phi_p(\mathbf r)\phi_q(\mathbf r)\phi_r(\mathbf r')\phi_s(\mathbf r')/|\mathbf r-\mathbf r'|$, $J_{ij}=(ii|jj)$ and $K_{ij}=(ij|ij)$. In Hartree-Fock $M_{hh}=0$, so $E(f)$ is concave, and
$$b_{pq}=2[(pq|hh)-\delta_{\sigma\sigma_h}(ph|qh)],$$
with $\sigma$ the spin of the pair. This vanishes for pairs containing $h$, so one-electron energies are exactly linear. Two frozen Hartree-Fock checks appear in the program output: splitting $f$ equally over both spins of one spatial orbital gives curvature $J_{hh}/2$, and transferring occupation between same-spin orbitals gives $-2(J_{ij}-K_{ij})$.

For a frozen hydrogenic $1s$ orbital (nuclear charge $Z$, $J=5Z/8$) with local spin-density (LSDA) exchange energy $E_x$ at $f=1$,
$$\kappa_{\rm frozen}(f)=J+\tfrac49f^{-2/3}E_x ,$$
negative below $f_c=0.0832$. With other full orbitals of the same spin, such a concave strip depends on how far $h$ reaches beyond their density.

### What "cancelling the curvature" can mean

The terms $J_{hh}+X$, $C$ and $b^TA^{-1}b$ are different functions of $f$, so one number $\alpha$ cannot in general annul $\kappa$ at all $f$. The exception is one electron without a correlation functional, where $\alpha=1$ does. Otherwise one annuls a weighted integral. Three follow from Janak's theorem, provided $\varepsilon\equiv\varepsilon_h$ is continuous up to the ends of the interval.

Direct integration gives $Q_A=\varepsilon(1)-\varepsilon(0)=\int_0^1\kappa\,df$.

Partial integration on each half gives $\int_0^{1/2}\tfrac f2E''df=\tfrac14E'(\tfrac12)-\tfrac12[E(\tfrac12)-E(0)]$ and $\int_{1/2}^1\tfrac{1-f}2E''df=-\tfrac14E'(\tfrac12)+\tfrac12[E(1)-E(\tfrac12)]$. The slopes cancel in the sum:
$$Q_B=\tfrac12[E(0)+E(1)]-E(\tfrac12)=\int_0^1\tfrac12\min(f,1-f)\,\kappa\,df .$$

One partial integration, $\int_0^1fE''df=E'(1)-[E(1)-E(0)]$, gives
$$Q_C=\varepsilon(1)+I=\int_0^1f\,\kappa\,df,\qquad I=E(0)-E(1).$$
$Q_A=0$ equates the highest occupied level of the $(N_0+1)$-electron system with the corresponding empty level of the $N_0$-electron system. $Q_B=0$ puts the midpoint on the chord. $Q_C=0$ makes the highest occupied level equal to minus the ionization energy $I$ of the same functional. In Hartree-Fock $Q_C\le0$, which is the statement that the Koopmans value $-\varepsilon(1)$ is at least $I$. For constant $\kappa$ the weights integrate to $1,\tfrac18,\tfrac12$, so comparing $Q_A$, $8Q_B$ and $2Q_C$ shows how uneven $\kappa$ is.

The cancelling fraction $\alpha^*$ solves $Q(\alpha)=0$. At fixed orbitals $M_{hh}$ is linear in $\alpha$. If the relaxation term and the change of the orbitals with $\alpha$ are small, $Q$ is nearly linear too, and
$$\alpha^*\approx\frac{Q(0)}{Q(0)-Q(1)} .$$

### Lithium

The calculation uses the lithium nucleus with 17 $s$ Gaussians of exponents $0.012\times2.3^k$ bohr$^{-2}$ and 200 radial points; the program and its output follow this text. All densities are spherical. Pairs that couple an $s$ orbital to higher angular momentum have $b_I=0$ and form separate blocks of $A$, so they do not enter $\kappa$ as long as the spherical solution is stable, which is assumed. The basis gives $-4.499991$ for Li$^{2+}$, against the exact $-Z^2/2$. The Hartree-Fock and PBE0 energies of the neutral atom are tested against an independent implementation in the same basis. The digits quoted below are those of this basis. Going to the basis-set limit lowers the Hartree-Fock energies of Li and Li$^+$ by about $1.4\times10^{-5}$, moves the PBE levels and moments on $N=2\to3$ by up to $4\times10^{-5}$ (most for $Q_A$), the PBE curvature at $f=\tfrac12$ by $1\times10^{-4}$, and its parts $X$ and $C$ by about $2\times10^{-4}$ each. The fractions $\alpha^*$ move by at most about $10^{-4}$ and hold to three figures.

**Hartree-Fock.** For $N=1\to2$ the second $1s$ electron is added. The level falls from $\varepsilon(0)=-2.689398$ to $\varepsilon(1)=-2.792360$, so $Q_A=-0.10296$. With $E(0)=-4.499991$ and $E(1)=-7.236402$, $I=2.736411$ and $Q_C=-2.792360+2.736411=-0.05595$. The formula $-b^TA^{-1}b$ gives $\kappa(\tfrac12)=-0.10093$, and a finite difference of $\varepsilon(f)$ gives the same five figures. The three moment identities are tested on this interval, by quadrature of the formula for $\kappa$, to $10^{-6}$. The values $Q_A=-0.1030$, $8Q_B=-0.1019$ and $2Q_C=-0.1119$ show a curvature that is only roughly constant.

For $N=2\to3$ the $2s$ electron is added, and $\kappa(\tfrac12)=-6.287\times10^{-5}$, about 1600 times smaller; formula and finite difference agree again, and the sampled second differences of $E(f)$ are tested to be negative on both intervals. It was derived above that only the two core electrons are driven, since $b=0$ for pairs containing $h$; the $2s$ orbital changes only in response to them, through the off-diagonal elements of $A$. The Hartree part of their coupling is $2\langle1s|v_h|a\rangle$, with $a$ an empty orbital and $v_h$ the potential of the charge $\phi_h^2$. A constant potential has no matrix element between orthogonal orbitals, and $dv_h/dr=-q_h(r)/r^2$ is set by the charge $q_h$ of $h$ inside $r$. The small $2s$ charge within the core therefore makes this field weak. Exchange with the core electron of the same spin also enters $b$, so the charge alone does not fix the factor 1600.

**PBE on $N=2\to3$.** At $f=\tfrac12$ the pieces are $J_{hh}=0.25939$, $X=-0.06683$, $C=-0.00955$. Exchange removes about a quarter of the self-repulsion, $J_{hh}+X=0.19256$, and $M_{hh}=0.19256-0.00955=0.18301$. Relaxation is $-0.00832$, or $4.5\%$ of $M_{hh}$, so $\kappa=0.17469$, equal to the finite difference of $\varepsilon(f)$ at this precision. The formula for $M_{hh}$ is tested against second differences of the frozen energy at three values of $\alpha$. Along the interval:

| $f$ | 0.02 | 0.10 | 0.30 | 0.50 | 0.70 | 0.90 |
|---|---|---|---|---|---|---|
| $\kappa$ | −0.243 | 0.127 | 0.158 | 0.175 | 0.181 | 0.179 |
| $E-$chord | −0.0013 | −0.0068 | −0.0170 | −0.0210 | −0.0180 | −0.0078 |

The energy lies below the chord at all six points, yet the curvature is negative at $f=0.02$ (tested by finite difference) and changes sign at $f=0.039$. The concave strip is narrow but deep. Taylor's formula with integral remainder gives $E(f)-\text{chord}=f[\varepsilon(0)+I]+\int_0^f(f-t)\kappa(t)\,dt$. With $\varepsilon(0)=-0.249590$ and $I=7.462147-7.256734=0.205413$, the first term at $f=0.02$ is $0.02\times(-0.044177)=-0.00088$, against the computed $-0.00126$. The remainder $-0.00038$, divided by the weight $\int_0^f(f-t)dt=2\times10^{-4}$, is a weighted mean curvature near $-1.9$ on $0<f<0.02$, if $\varepsilon$ is continuous at $f=0$. The strip is visible in the moments: $Q_A=0.1310$ weights it fully and is well below $8Q_B=0.1679$ and $2Q_C=0.1737$, whose weights vanish at $f=0$. In the LSDA analysis above such a strip arises in the low-density tail. That the same holds for PBE is a conjecture, since the program does not separate $X$, $C$ and relaxation at small $f$ and does not vary the basis; if it holds, $Q_A$ is the moment most exposed to the finite basis.

**The mixing fraction for Li$^+\to$ Li.** The first estimate uses the frozen formula at $f=\tfrac12$ with PBE orbitals and drops relaxation: $(1-\alpha)\,0.19256=0.00955$, so $1-\alpha=0.050$ and $\alpha\approx0.95$. The self-consistent moments are:

| | $Q(0)$ | $Q(0.25)$ | $Q(1)$ | linear | root |
|---|---|---|---|---|---|
| A | 0.131004 | 0.092336 | −0.009981 | 0.929 | 0.921 |
| B | 0.020987 | 0.015171 | −0.001191 | 0.946 | 0.943 |
| C | 0.086827 | 0.063952 | −0.003688 | 0.959 | 0.959 |

The linear estimates are $0.131004/0.140985=0.929$, $0.020987/0.022178=0.946$ and $0.086827/0.090515=0.959$. They exceed the roots by $0.0085$, $0.0034$ and $0.0006$ in $\alpha$. The answer is thus $\alpha^*=0.92$, $0.94$ or $0.96$, depending on the moment. PBE0 removes only $1-0.063952/0.086827=26\%$ of the PBE value of $Q_C$, close to its exchange fraction, as near-linearity implies.

The order $\alpha_A<\alpha_B<\alpha_C$ can be read from the end points, since $1-\alpha^*\approx|Q(1)|/[Q(0)+|Q(1)|]$. Normalized as $Q_A$, $8Q_B$, $2Q_C$, the negative moments at $\alpha=1$ shrink from $-0.0100$ through $-0.0095$ to $-0.0074$, while the positive ones at $\alpha=0$ grow from $0.131$ to $0.174$. Both trends reduce $1-\alpha^*$ from A to C.

What has to be cancelled on this interval is not Hartree-Fock relaxation. At $\alpha=1$, $Q_C=-0.003688$ with PBE correlation and $-3.15\times10^{-5}$ without, a ratio near 117. Removing the correlation functional from the whole family moves the root to $\alpha_C=0.9996$. This agrees with $1-\alpha\approx3.15\times10^{-5}/0.09\approx3.5\times10^{-4}$, where the slope $0.09$ is borrowed from the family with correlation. The $4\%$ of semilocal exchange at $\alpha_C=0.959$ balances the concavity brought in by PBE correlation.

The cancellation is not pointwise. At $\alpha_A$ the curvature at the six values of $f$ in the first table is $-0.0301$, $-0.0125$, $-0.0010$, $0.0055$, $0.0087$, $0.0105$: concave at small $f$, convex at large $f$, zero on average. At $\alpha_B$ the deviation from the chord is $+0.00020$ at $f=0.1$ and $0.3$, zero at $\tfrac12$, and $-0.00014$ at $0.7$. The largest sampled magnitude is about $1\%$ of the PBE midpoint deviation $0.02099$.

| | $I$ (Ha) | $I$ (eV) | $-\varepsilon(1)$ (Ha) | $-\varepsilon(1)$ (eV) |
|---|---|---|---|---|
| HF | 0.19633 | 5.343 | 0.19637 | 5.343 |
| PBE | 0.20541 | 5.590 | 0.11859 | 3.227 |
| PBE0 | 0.20474 | 5.571 | 0.14078 | 3.831 |
| $\alpha_C$ | 0.20317 | 5.529 | 0.20317 | 5.529 |

The equality at $\alpha_C$ is tested with the independent implementation, from separate Li and Li$^+$ calculations, to $2\times10^{-5}$. The energy difference hardly depends on $\alpha$: between $\alpha=0$ and $1$, $E(\text{Li})$ drops by $0.022206$ and $E(\text{Li}^+)$ by $0.024524$, so $I$ changes by $0.0023$, while $\varepsilon(1)$ moves by $0.088$. Mixing changes the shape of the curve between the integers and with it the slope $\varepsilon(1)=-I+Q_C$; it leaves the chord almost fixed. For that reason the condition $Q_C=0$ makes the eigenvalue consistent with the functional's own $I$ and says nothing about the accuracy of $I$. The measured value is roughly 5.4 eV, between the Hartree-Fock and the $\alpha_C$ result.

**The interval Li$^{2+}\to$ Li$^+$.** Here $Q_A$ is not available. PBE correlation contains the factor $\tfrac12[(1+\zeta)^{2/3}+(1-\zeta)^{2/3}]$ of the spin polarization $\zeta$, whose derivative has the term $-\tfrac13(1-\zeta)^{-1/3}$. At $f=0$ the ion is fully polarized, $\zeta=1$, and the potential of the empty spin, which defines $\varepsilon(0)$, diverges. $Q_B$ and $Q_C$ need only energies and $\varepsilon(1)$; since their weights vanish at $f=0$, their integral forms require only $f\varepsilon(f)\to0$ there, which a divergence as $f^{-1/3}$ respects. They are $0.12834$ and $0.54946$ at $\alpha=0$, and $-0.01066$ and $-0.04933$ at $\alpha=1$. The linear estimates are $0.12834/0.13900=0.923$ and $0.54946/0.59879=0.918$, and the roots are $\alpha_B=0.922$ and $\alpha_C=0.918$.

These fractions are close to the valence ones, lower by $0.02$ for B and $0.04$ for C, and their order is reversed. The source of the concavity is different. Pure Hartree-Fock has $Q_B=-0.01274$ and $Q_C=-0.05595$ on this interval, so the negative moments at $\alpha=1$ come from relaxation, and adding PBE correlation reduces their magnitude slightly. The exchange-only root is not computed on this interval; borrowing the slope of the family with correlation gives the estimate $1-\alpha_C\approx0.05595/0.59879\approx0.09$, close to the $0.08$ found with correlation, whereas the $2s$ electron needs almost none. The similarity of the two sets of numbers therefore gives no ground for treating $\alpha^*\approx0.9$ as a property of the atom: $1-\alpha^*$ is, roughly (in the near-linear approximation, with both quantities weighted by the chosen moment and the change of relaxation with $\alpha$ neglected), the ratio of whatever concavity survives at $\alpha=1$, from relaxation or from the correlation functional, to the uncancelled self-repulsion $J_{hh}+X$, and it must be found for each interval, functional family and moment. In this approximation, if $J_{hh}+X$ and the correlation term are held fixed, a larger relaxation term $b^TA^{-1}b$ gives a smaller $\alpha^*$.

## Calculated quantities

```
basis: 17 s, zeta = 0.012 * 2.3^k bohr^-2; radial points 200
Li2+ E_HF = -4.499991 Ha
Li2+ J (5Z/8) = 1.875000 Ha
Li2+ E_x LSDA = -0.804112 Ha
Li2+ frozen f_c: formula 0.0832, numerical 0.0832
HF frozen, f split over both spins: curvature J_2s/2 = 0.117004 Ha
HF frozen, 2s->3s transfer: curvature -2(J-K) = -0.199593 Ha
HF N=1->2: E(0) -4.499991, E(1) -7.236402 Ha
  eps(0) -2.689398, eps(1) -2.792360 Ha
  kappa(1/2) formula -1.0093e-01, finite diff -1.0093e-01 Ha
  QA -1.0296e-01, QB -1.2742e-02, QC -5.5949e-02 Ha
HF N=2->3: E(0) -7.236402, E(1) -7.432737 Ha
  eps(0) -0.196304, eps(1) -0.196366 Ha
  kappa(1/2) formula -6.2872e-05, finite diff -6.2871e-05 Ha
  QA -6.2873e-05, QB -7.8590e-06, QC -3.1499e-05 Ha
PBE N=2.5: J 0.25939, X -0.06683, C -0.00955, frozen 0.18301 Ha
  relaxation -0.00832, kappa 0.17469, finite diff 0.17469 Ha
f:                 0.02     0.10     0.30     0.50     0.70     0.90
PBE kappa/Ha:   -0.2434   0.1271   0.1578   0.1747   0.1807   0.1793
PBE E-chord/Ha:-0.00126 -0.00679 -0.01703 -0.02099 -0.01799 -0.00779
PBE kappa changes sign at f = 0.039 
PBEh(0.00): E(Li+) -7.256734, E(Li) -7.462147 Ha
  eps(0) -0.249590, eps(1) -0.118586 Ha
  QA 0.131004, QB 0.020987, QC 0.086827 Ha
PBEh(0.25): E(Li+) -7.262464, E(Li) -7.467200 Ha
  eps(0) -0.233121, eps(1) -0.140785 Ha
  QA 0.092336, QB 0.015171, QC 0.063952 Ha
PBEh(1.00): E(Li+) -7.281258, E(Li) -7.484353 Ha
  eps(0) -0.196802, eps(1) -0.206784 Ha
  QA -0.009981, QB -0.001191, QC -0.003688 Ha
N=2->3 alpha_A = 0.9207, linear estimate 0.9292
N=2->3 alpha_B = 0.9429, linear estimate 0.9463
N=2->3 alpha_C = 0.9587, linear estimate 0.9593
N=2->3 alpha_C, exchange only = 0.9996 
alpha_A kappa/Ha:   -0.0301  -0.0125  -0.0010   0.0055   0.0087   0.0105
alpha_B E-chord/Ha: 0.00006  0.00020  0.00020  0.00000 -0.00014 -0.00011
HF: IP 0.19633 Ha = 5.343 eV; -eps_HOMO 0.19637 Ha = 5.343 eV
PBE: IP 0.20541 Ha = 5.590 eV; -eps_HOMO 0.11859 Ha = 3.227 eV
PBE0: IP 0.20474 Ha = 5.571 eV; -eps_HOMO 0.14078 Ha = 3.831 eV
alpha_C: IP 0.20317 Ha = 5.529 eV; -eps_HOMO 0.20317 Ha = 5.529 eV
N=1->2 PBEh(0.00): QB 0.12834, QC 0.54946 Ha
N=1->2 PBEh(1.00): QB -0.01066, QC -0.04933 Ha
N=1->2 alpha_B = 0.9221, alpha_C = 0.9183
```
